# The Static Lindhard Function from Second-Order Perturbation of the Fermi Sea

A gas of non-interacting electrons fills its lowest plane-wave states. A weak static potential with the shape of a cosine is switched on, and the density develops a ripple of the same wavelength. This problem finds the size of the ripple from the change in the total energy.

**Setting and conventions.** Hartree atomic units are used, $\hbar=m=e=1$. There are $N$ spin-1/2 electrons in a three-dimensional periodic box of volume $\Omega$, at zero temperature. The orbitals are $\phi_{\mathbf k}=e^{i\mathbf k\cdot\mathbf r}/\sqrt\Omega$ with energies $\varepsilon_k=k^2/2$. Each orbital with $k<k_F$ holds two electrons, so for a large box

$$n=\frac N\Omega=2\cdot\frac{1}{(2\pi)^3}\cdot\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},\qquad E_F=\frac{k_F^2}{2}.$$

Each electron feels the potential energy $v(\mathbf r)=V\cos(\mathbf q\cdot\mathbf r)$, where $\mathbf q\neq0$ is a wave vector allowed by the box. The static response function $\chi_0(q)$ is defined by the density change to first order in $V$:

$$\delta n(\mathbf r)=\chi_0(q)\,V\cos(\mathbf q\cdot\mathbf r).$$

This form is general enough. To first order each plane wave $\mathbf k$ acquires admixtures of $\mathbf k\pm\mathbf q$, so the density change contains the factors $e^{\pm i\mathbf q\cdot\mathbf r}$ and no others. The potential and the Fermi sphere are unchanged under $\mathbf r\to-\mathbf r$, which excludes a sine.

## (a) How is the response contained in the energy?

*Let $E_2$ be the part of the ground-state energy proportional to $V^2$. Express it through $\chi_0$, and divide it into potential and kinetic parts.*

**Solution.** Write the Hamiltonian as $H=H_0+VC$ with $C=\sum_i\cos(\mathbf q\cdot\mathbf r_i)$, and let $\Psi$ be its normalized ground state. Differentiating $E=\langle\Psi|H|\Psi\rangle$ gives

$$\frac{dE}{dV}=\langle\Psi|C|\Psi\rangle+E\,\frac{d}{dV}\langle\Psi|\Psi\rangle=\langle\Psi|C|\Psi\rangle .$$

The second term arises because $H\Psi=E\Psi$, and it vanishes because the norm stays equal to 1. This is the Hellmann-Feynman theorem. The expectation value of $C$ follows from the density:

$$\frac{dE}{dV}=\int\left[n+\chi_0V\cos(\mathbf q\cdot\mathbf r)\right]\cos(\mathbf q\cdot\mathbf r)\,d^3r=\frac{\Omega\chi_0V}{2},$$

to first order in $V$. The uniform density contributes nothing, since the cosine averages to zero, and $\cos^2$ averages to $1/2$. Integrating from 0 to $V$,

$$\frac{E_2}{\Omega}=\frac{\chi_0V^2}{4}.\tag{1}$$

The potential energy itself is $V\langle C\rangle=\Omega\chi_0V^2/2$, which is twice $E_2$. The kinetic energy must therefore change by $E_2-2E_2=-E_2$. Second-order perturbation theory lowers the ground-state energy, so $\chi_0$ is negative: electrons gather where the potential is low. Half of the potential energy gained is spent on kinetic energy.

## (b) Which jumps contribute to $E_2$?

*Write $E_2$ as a sum over one-electron jumps, and check that the sum stays finite for a large box.*

**Solution.** Since $\cos(\mathbf q\cdot\mathbf r)=\tfrac12(e^{i\mathbf q\cdot\mathbf r}+e^{-i\mathbf q\cdot\mathbf r})$,

$$\langle\mathbf k'|v|\mathbf k\rangle=\frac V2\left(\delta_{\mathbf k',\mathbf k+\mathbf q}+\delta_{\mathbf k',\mathbf k-\mathbf q}\right).$$

There is no diagonal element, so the first-order energy vanishes. Take a box in which the filled states form a closed shell, so that every empty orbital lies above every filled one and the ground state is non-degenerate. Second-order perturbation theory for the whole system then reads

$$E_2=-\sum_{m\ne0}\frac{|\langle m|VC|0\rangle|^2}{E_m-E_0}.$$

The operator $VC$ acts on one electron at a time. The states $m$ it reaches are those with one electron moved from a filled orbital $\mathbf k$ to an empty orbital $\mathbf k\pm\mathbf q$ of the same spin. Each has a squared matrix element $V^2/4$. With a factor 2 for spin,

$$E_2=-2\sum_{\pm}\ \sum_{\substack{k<k_F\\|\mathbf k\pm\mathbf q|>k_F}}\frac{V^2/4}{\varepsilon_{\mathbf k\pm\mathbf q}-\varepsilon_{\mathbf k}},\qquad \varepsilon_{\mathbf k\pm\mathbf q}-\varepsilon_{\mathbf k}=\frac{q^2}{2}\pm\mathbf k\cdot\mathbf q .\tag{2}$$

All denominators are positive, but for $q<2k_F$ some approach zero as the box grows. To see that this does no harm, take the upper sign and let $u$ be the component of $\mathbf k$ along $\mathbf q$. The denominator is $q(u+q/2)$. In the slice at fixed $u$, the transverse component obeys

$$k_F^2-(u+q)^2<k_\perp^2<k_F^2-u^2 .$$

The slice thus has an allowed area of at most $\pi[(u+q)^2-u^2]=2\pi q(u+q/2)$. Divided by the denominator, this is at most $2\pi$. The phase space shrinks as fast as the energy cost, and the integral converges.

## (c) Can the Pauli restriction be dropped?

*Show that the condition $|\mathbf k\pm\mathbf q|>k_F$ may be removed if the resulting integral is suitably defined.*

**Solution.** For a large box, replace $\sum_{\mathbf k}$ by $\Omega\int d^3k/(2\pi)^3$. The two signs in (2) give equal contributions, because the substitution $\mathbf k\to-\mathbf k$ turns one into the other. It suffices to study the upper sign, with

$$D(\mathbf k)=\frac{q^2}{2}+\mathbf k\cdot\mathbf q .$$

The jumps excluded so far start in the region $B$ where both $k<k_F$ and $|\mathbf k+\mathbf q|<k_F$. Consider the map $\mathbf k\to\mathbf k'=-(\mathbf k+\mathbf q)$. It takes $B$ into itself, since $|\mathbf k'|=|\mathbf k+\mathbf q|$ and $|\mathbf k'+\mathbf q|=|\mathbf k|$. It preserves volume, and it reverses the denominator:

$$D(\mathbf k')=\frac{q^2}{2}-\mathbf k\cdot\mathbf q-q^2=-D(\mathbf k).$$

The contributions of $\mathbf k$ and $\mathbf k'$ to $\int_B d^3k/D$ therefore cancel. The integrand is singular on the plane $D=0$, so the cancellation requires a rule: cut out a thin slab $|u+q/2|<\eta$, which the map leaves in place, and let $\eta\to0$ at the end. This is the principal value, written $P$. With it, the integral over $B$ is zero and may be added to (2).

Physically, if $\mathbf k$ and $\mathbf k+\mathbf q$ are both filled, the forbidden jump from the first to the second and the forbidden reverse jump have opposite energy denominators. Including both changes nothing.

Collecting the factors, 2 for spin, 2 for the two signs and $1/4$ from the matrix element, gives

$$\frac{E_2}{\Omega}=-V^2\,P\!\!\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,\frac{1}{q^2/2+\mathbf k\cdot\mathbf q}.\tag{3}$$

For $q>2k_F$ the region $B$ is empty and $D$ is positive throughout the sphere, so the integral is an ordinary one.

## (d) What is the response function?

*Evaluate (3) and find $\chi_0(q)$ in terms of $x=q/(2k_F)$.*

**Solution.** The denominator depends only on the component of $\mathbf k$ along $\mathbf q$, which suggests slicing the sphere across $\mathbf q$. Put that component equal to $k_Ft$ with $-1<t<1$. The slice is a disc of area $\pi k_F^2(1-t^2)$ and thickness $k_F\,dt$. The denominator is

$$\frac{q^2}{2}+qk_Ft=qk_F(t+x).$$

Hence

$$\frac{E_2}{\Omega}=-V^2\,\frac{1}{8\pi^3}\,\frac{\pi k_F^3}{qk_F}\,J=-V^2\,\frac{k_F^2}{8\pi^2q}\,J=-V^2\,\frac{k_F}{16\pi^2x}\,J,\qquad J=P\!\!\int_{-1}^{1}\frac{1-t^2}{t+x}\,dt,$$

where the last form uses $q=2k_Fx$. To separate the singular part of $J$, write

$$1-t^2=(1-x^2)-(t^2-x^2)=(1-x^2)-(t+x)(t-x).$$

The second piece gives $-\int_{-1}^1(t-x)\,dt=2x$. For the first piece with $x<1$, cut out the interval of half-width $\eta$ around $t=-x$:

$$\int_{-1}^{-x-\eta}\frac{dt}{t+x}+\int_{-x+\eta}^{1}\frac{dt}{t+x}=\left[\ln\eta-\ln(1-x)\right]+\left[\ln(1+x)-\ln\eta\right]=\ln\frac{1+x}{1-x}.$$

The terms $\ln\eta$ cancel. For $x>1$ the integral is regular and equals $\ln[(x+1)/(x-1)]$. Both cases are covered by

$$J=2x+(1-x^2)\ln\left|\frac{1+x}{1-x}\right| .$$

Define $F(x)=J/(4x)$. Then $E_2/\Omega=-V^2k_FF/(4\pi^2)$, and (1) gives $\chi_0=4E_2/(\Omega V^2)$, that is

$$\boxed{\;\chi_0(q)=-\frac{k_F}{\pi^2}\,F\!\left(\frac{q}{2k_F}\right),\qquad F(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|\;}\tag{4}$$

At $x=1$ the integrand of $J$ reduces to $1-t$, so $J=2$ and $F(1)=1/2$.

This is the static Lindhard function. It counts both spins. It gives the response to the total potential acting on the electrons; if they interact, the potential created by the ripple itself is not included in $\chi_0$.

## (e) What happens at long, short and critical wavelengths?

*Find the behaviour of $\chi_0$ for $q\ll k_F$, for $q\gg k_F$ and near $q=2k_F$, and interpret it.*

**Solution.** Let $L=\ln|(1+x)/(1-x)|$.

*Long wavelength.* For small $x$, $L=2(x+x^3/3+\dots)$, and

$$F=\frac12+\frac12(1-x^2)\left(1+\frac{x^2}{3}+\dots\right)=1-\frac{x^2}{3}+\dots$$

Thus $\chi_0\to-k_F/\pi^2$. The density of states at the Fermi level, per volume and for both spins, is

$$\frac{dn}{dE_F}=\frac{dn/dk_F}{dE_F/dk_F}=\frac{k_F^2/\pi^2}{k_F}=\frac{k_F}{\pi^2}.$$

So $\delta n=-(dn/dE_F)\,v(\mathbf r)$. A slowly varying potential lowers the local Fermi energy by $v(\mathbf r)$, while the chemical potential is the same everywhere. The limit means a small but non-zero $q$ in a very large box. A constant potential, $q=0$, cannot change the density at fixed $N$.

*Short wavelength.* For large $x$, $L=2(1/x+1/(3x^3)+\dots)$, and

$$F=\frac12+\frac12(1-x^2)\left(\frac1{x^2}+\frac1{3x^4}+\dots\right)=\frac12+\frac12\left(-1+\frac{1}{x^2}-\frac{1}{3x^2}+\dots\right)=\frac1{3x^2}+\dots$$

With $1/x^2=4k_F^2/q^2$ this gives

$$\chi_0\to-\frac{k_F}{\pi^2}\,\frac{4k_F^2}{3q^2}=-\frac{4n}{q^2}.$$

Here the initial momentum is negligible. Each electron has two possible jumps, each costing $q^2/2$, so $E_2=-N\cdot2\cdot(V^2/4)/(q^2/2)=-NV^2/q^2$, in agreement with (1). The Fermi sphere enters through the density alone.

*Near $q=2k_F$.* Since $(1-x^2)/(4x)=1/(4x)-x/4$ and $dL/dx=2/(1-x^2)$,

$$F'(x)=\frac{1}{2x}-\frac{1+x^2}{4x^2}\,L\;\approx\;\frac12-\frac12\ln\frac{2}{|1-x|}\qquad(x\to1).$$

$F$ is continuous, but its slope tends logarithmically to $-\infty$. The plane of vanishing denominator, $t=-x$, cuts the Fermi sphere for $x<1$ and leaves it at $x=1$. The logarithm is multiplied by $1-x^2$, which is proportional to the area of that cut; this keeps $F$ finite while its slope diverges. Numerical differentiation of the Pauli-restricted integral with a finite step gives slopes of $-2.131$ at $x=1.01$ and $-3.298$ at $x=1.001$; the expression for $F'$ gives $-2.130$ and $-3.297$. The change, $-1.167$, is close to the $-\tfrac12\ln10=-1.151$ expected from the leading form.

## (f) Do nearly degenerate states spoil the result?

*For $q<2k_F$ there are filled states near the plane $D=0$ for which $|D|$ is smaller than $V$. Perturbation theory fails for each of them. Why can (4) still hold for the total?*

**Solution.** Near this plane, keep the coupled pair $\mathbf k$, $\mathbf k+\mathbf q$ and neglect all other states. The nearest of these, $\mathbf k-\mathbf q$ and $\mathbf k+2\mathbf q$, lie higher by $9q^2/8-q^2/8=q^2$ on the plane, so the model requires $V\ll q^2$. Let $\bar e$ be the mean of the two energies of motion along $\mathbf q$, and $\delta=D/2$ half their difference. The coupling $V/2$ gives

$$e_\pm=\bar e\pm r,\qquad r^2=\delta^2+\frac{V^2}{4}.$$

For small $\delta$ the shifts are of order $V$, not $V^2$. The sum $e_++e_-=2\bar e$, however, does not depend on $V$. A pair with both members filled contributes nothing, in agreement with part (c).

There remain the pairs with one member filled. They are handled by summing over the transverse motion, which is free. At fixed chemical potential $\mu$, the quantity to calculate is the energy minus $\mu N$. Per unit area across $\mathbf q$, the transverse states of both spins number $2\,d^2k_\perp/(2\pi)^2=d\varepsilon_\perp/\pi$, where $\varepsilon_\perp=k_\perp^2/2$. A level $e<\mu$ of the motion along $\mathbf q$ contributes

$$-\frac1\pi\int_0^{\mu-e}(\mu-e-\varepsilon_\perp)\,d\varepsilon_\perp=-\frac{(\mu-e)^2}{2\pi}.$$

Adding the two levels, and using $(a-r)^2+(a+r)^2=2a^2+2r^2$ with $a=\mu-\bar e$,

$$-\frac{(\mu-e_+)^2+(\mu-e_-)^2}{2\pi}=-\frac{(\mu-\bar e)^2+\delta^2}{\pi}-\frac{V^2}{4\pi}.$$

The change caused by the potential is $-V^2/(4\pi)$, whether $\delta$ is larger or smaller than $V$. In this two-state model the total is of second order even where the individual shifts are not.

Fixing $N$ instead of $\mu$ does not alter the $V^2$ term. The energy at fixed $N$ is the quantity above plus $\mu N$, and this sum is stationary with respect to $\mu$. Away from $q=2k_F$, the shift of $\mu$ needed to hold $N$ is of order $V^2$, so its effect on the energy is of order $V^4$.

The argument needs both levels to lie below $\mu$. On the plane $D=0$, $\bar e=(q/2)^2/2=x^2E_F$, so the condition is $E_F(1-x^2)>V/2$. It fails close to $q=2k_F$, where larger corrections are possible. For small $q$, where $V$ need not be small against $q^2$, the two-state model does not apply. There the local picture of part (e) takes over: the density $[2(\mu-v)]^{3/2}/(3\pi^2)$ is linear in $v$ to leading order when $V\ll E_F$. Result (4) is thus the leading term for $V\ll E_F$, for non-interacting electrons at zero temperature.

## (g) How large is the ripple in a model gas?

*Take $r_s=2$ bohr, where $r_s$ is the radius of a sphere holding one electron on average, with $x=0.6$ and $V=0.010$ hartree. Find the density ripple and the energy per electron, and compare them with a calculation that does not expand in $V$.*

**Solution.** The density is $n=3/(4\pi r_s^3)=0.029842$ bohr$^{-3}$. From it,

$$k_F=(3\pi^2n)^{1/3}=0.95958\ \text{bohr}^{-1},\qquad E_F=0.46040\ \text{hartree},\qquad q=2k_Fx=1.15149\ \text{bohr}^{-1}.$$

The potential is weak, $V/E_F=0.022$. With $L=\ln(1.6/0.4)=1.386294$,

$$F(0.6)=0.5+\frac{0.64}{2.4}\times1.386294=0.869678 .$$

The long-wavelength value is $-k_F/\pi^2=-0.097226$ hartree$^{-1}$ bohr$^{-3}$, so

$$\chi_0=-0.097226\times0.869678=-0.084555\ \text{hartree}^{-1}\,\text{bohr}^{-3}.$$

The ripple amplitude is $\chi_0V=-8.4555\times10^{-4}$ bohr$^{-3}$, or $2.8\%$ of the mean density. The negative sign places the density maxima at the potential minima. The energy is

$$\frac{E_2}{\Omega}=\frac{-0.084555\times(0.010)^2}{4}=-2.1139\times10^{-6}\ \text{hartree bohr}^{-3}.$$

Dividing by $n$ gives $-7.084\times10^{-5}$ hartree, or $-1.928$ meV, per electron.

For comparison, the numerical check diagonalizes the full cosine potential in plane waves and fills the resulting bands at the same density. At $V=0.010$ hartree the energy changes by $-2.11380\times10^{-6}$ hartree bohr$^{-3}$. This consists of a potential part of $-4.22743\times10^{-6}$ and a kinetic part of $+2.11363\times10^{-6}$ in the same unit, close to the ratio $-2:1$ of part (a).

Relative to $E_2$, the energy deviates by $-3.9\times10^{-5}$ at $V$ and by $-9.7\times10^{-6}$ at $V/2$. The factor of four is what a next energy term proportional to $V^4$ would give. Such a term, $E_4\propto V^4$, adds $4E_4/V$ to the $2E_2/V$ in $dE/dV$, so the relative deviation of the ripple should be twice that of the energy. The band amplitude, $-8.45485\times10^{-4}$ bohr$^{-3}$, deviates by $-7.8\times10^{-5}$ relative to $\chi_0V$, as expected.

The same comparison at $V=0.005$ hartree covers both sides of $q=2k_F$. The last three columns give $\chi_0$ in hartree$^{-1}$ bohr$^{-3}$.

| $x$ | $F(x)$ | formula (4) | band energy | band density |
|---|---|---|---|---|
| 0.3 | 0.969438 | −0.094254 | −0.094254 | −0.094253 |
| 0.6 | 0.869678 | −0.084555 | −0.084554 | −0.084553 |
| 1.0 | 0.500000 | −0.048613 | −0.048608 | −0.048604 |
| 1.5 | 0.164700 | −0.016013 | −0.016013 | −0.016013 |

Among these four rows the largest differences occur at $x=1$: about $0.01\%$ for the energy and $0.02\%$ for the density, relative to formula (4). They are larger just beside this point and change sign slightly above it. The same band calculation at $x=0.9975$ gives about $0.05\%$ for the energy and $0.1\%$ for the density. At $x=1-V/(4E_F)$, the edge of the condition of part (f), the relative energy deviation is $-2.1\times10^{-4}$, $-4.4\times10^{-4}$ and $-9.6\times10^{-4}$ for $V=0.0025$, $0.005$ and $0.010$ hartree. At this point, which moves toward $x=1$ as $V$ decreases, the deviation roughly doubles with $V$ instead of growing fourfold as at $x=0.6$; it is about $0.04\,V/E_F$. This is not the largest value: at $V=0.005$ hartree the deviation is $-9.3\times10^{-4}$ at $x=0.999$ and $+7.7\times10^{-4}$ at $x=1.001$. At a fixed $x$ the growth over the same three values of $V$ is faster, about 3.3-fold per doubling at $x=1$ and fourfold at $x=0.99$.

The cancellation in part (c) can also be seen in a finite sum. For 536134 electrons, on a lattice of wave vectors displaced to avoid zero denominators, the sum over empty final states and the sum over all final states both give $-0.084464$ hartree$^{-1}$ bohr$^{-3}$. This differs from (4) by $0.1\%$, the error of replacing the integral by a sum on this lattice.

## Table of computed values

```
Model gas and potential
rs = 2.0 bohr
density n = 0.029842 bohr^-3
kF = 0.95958 bohr^-1
Fermi energy = 0.46040 hartree
V = 0.010 hartree
V / Fermi energy = 0.02172 (no unit)
x = q/(2kF) = 0.60 (no unit)
q = 1.15149 bohr^-1
Lindhard result
logarithm ln|(1+x)/(1-x)| = 1.386294 (no unit)
F(x) = 0.869678 (no unit)
chi0(0) = -0.097226 hartree^-1 bohr^-3
chi0(q) = -0.084555 hartree^-1 bohr^-3
density amplitude chi0 V = -8.45551e-04 bohr^-3
amplitude / n = -0.02833 (no unit)
E2 per volume = -2.11388e-06 hartree bohr^-3
E2 per electron = -7.08367e-05 hartree
E2 per electron = -1.9276 meV
Exact bands at the same V and density
density amplitude = -8.45485e-04 bohr^-3
energy change per volume = -2.11380e-06 hartree bohr^-3
potential part = -4.22743e-06 hartree bohr^-3
kinetic part = 2.11363e-06 hartree bohr^-3
relative energy deviation at V = -3.878e-05 (no unit)
relative energy deviation at V/2 = -9.694e-06 (no unit)
Finite box, kF = 40 and q = 48 lattice steps
electrons in box = 536134 (count)
chi0, empty final states only = -0.084464 hartree^-1 bohr^-3
chi0, all final states = -0.084464 hartree^-1 bohr^-3
Table: x, F (no unit); chi0 from formula, exact energy,
exact density (hartree^-1 bohr^-3), bands at V = 0.005 hartree
0.3  0.969438  -0.094254  -0.094254  -0.094253
0.6  0.869678  -0.084555  -0.084554  -0.084553
1.0  0.500000  -0.048613  -0.048608  -0.048604
1.5  0.164700  -0.016013  -0.016013  -0.016013
Slope dF/dx just above x = 1 (no unit)
at x = 1.01: -2.131
at x = 1.001: -3.298
```
